# Why the First Absorption Peak of Monolayer MoS2 Is Not Its Transport Gap

Take a row of sites, each with a lower and an upper orbital separated by an energy $G$. One electron sits in every lower orbital, electrons cannot hop, and spin is ignored. Let $q_i$ be the number of electrons on site $i$ minus one, and let the interaction energy be

$$
U=\tfrac12\sum_{ij}V_{ij}\,q_iq_j ,\qquad V_{ij}=V(|i-j|)>0 .
$$

Let $G$ be large enough that creating further charged sites never lowers the total energy, whether the row is neutral or has one electron added or removed. Then every $q_i=0$ in the ground state, and $U=0$. An electron added from outside must enter an upper orbital. With the zero of energy midway between the orbitals, it costs $G/2+V(0)/2$. Removing an electron from a lower orbital also costs $G/2+V(0)/2$. If $V$ falls to zero at large distance, making one charge of each sign, far apart, therefore costs $G+V(0)$.

Now let light lift an electron from the lower to the upper orbital of one site. That site keeps one electron, $q_i$ stays zero, and the cost is $G$. Absorption begins at $G$, while separate charges cost $G+V(0)$. The difference is the energy needed to pull the electron away from the hole it left behind.

## The belief and its appeal

Monolayer MoS$_2$ has a strong first absorption peak at roughly 1.9 eV. The belief is that this energy is the band gap, and so the gap to use in a transistor model.

The argument behind it is sensible. A photon lifts an electron from the valence band to the conduction band, so the smallest photon energy that can do this should be the distance between the bands. If the electron and the hole did not interact, and if the band edges were connected by an allowed transition, this would be correct. If such a transition exists, it is also a fair approximation when the attraction is small compared with the accuracy required. The question is how large the attraction is in a sheet less than a nanometre thick.

## Two energies with different definitions

Let $E(N)$ be the ground-state energy with $N$ electrons and the nuclei held fixed. Transport needs charges that move independently, so its gap compares different particle numbers:

$$
E_{\rm tr}=[E(N+1)-E(N)]-[E(N)-E(N-1)]=E(N+1)+E(N-1)-2E(N).
$$

The first bracket is the cheapest way to add an electron; the second is the energy of the highest electron that can be removed. Absorption keeps the number fixed. If $E^*(N)$ is the lowest excited state that light can reach, then

$$
E_{\rm opt}=E^*(N)-E(N).
$$

Light also restricts the pair: electron and hole must come from the same crystal momentum and have suitable spins. Let $E_{\rm dir}$ be the lowest energy of a free pair obeying these rules. Define the binding energy $E_b=E_{\rm dir}-E_{\rm opt}$ and the offset $D=E_{\rm dir}-E_{\rm tr}\ge0$. Eliminating $E_{\rm dir}$ gives

$$
E_{\rm tr}=E_{\rm dir}-D=E_{\rm opt}+E_b-D .
$$

For a direct gap whose band-edge pair is bright, $D=0$, and the transport gap exceeds the peak by the binding energy. If the lowest conduction state has the wrong spin or the wrong momentum, $D>0$, and the gap exceeds the peak only if $E_b>D$. The identity follows from the definitions. The physics lies in the size of $E_b$.

## Letting the charges move

Close the row into a ring and allow hopping, with bands

$$
\varepsilon_c(k)=\tfrac G2-2t_c\cos k,\qquad \varepsilon_v(k)=-\tfrac G2+2t_v\cos k .
$$

An added electron carries $q=1$ wherever it goes, so its interaction energy is the constant $V(0)/2$, and its lowest energy is $G/2-2t_c+V(0)/2$. For a hole with $t_v>0$ it is $G/2-2t_v+V(0)/2$. Hence

$$
E_{\rm tr}=G-2(t_c+t_v)+V(0).
$$

For a pair at separation $d$, the interaction energy is $\tfrac12V(0)+\tfrac12V(0)-V(d)$. An electron hop changes $d$ by one with amplitude $-t_c$, and a hole hop does so with amplitude $-t_v$. Light gives the pair no total momentum, so moving the whole pair adds no phase and the two amplitudes add:

$$
[G+V(0)-V(d)]\phi(d)-(t_c+t_v)[\phi(d+1)+\phi(d-1)]=E\,\phi(d).
$$

Take six sites with $G=3.5$ eV, $t_c=0.3$ eV, $t_v=0.2$ eV and $V(d)=1.2/(1+d)$ eV, where $d$ is the shorter distance around the ring, so that $V(0)=1.2$ eV. The gap is $3.5-1.0+1.2=3.7$ eV. The lowest bright excitation lies at 2.947 eV, so $E_b=0.753$ eV. Because the ring is small, this binding is measured from an electron and a hole placed in separate rings. The gap and the peak were computed by diagonalizing the full many-electron problem with five, six and seven electrons. With $E_b$ taken from the pair equation, they satisfy the identity to within $10^{-9}$ eV.

The offset matters when the sign of $t_v$ is reversed, which moves the valence maximum to $k=\pi$. The transport gap is still 3.7 eV, but the lowest direct free pair costs $3.5+1.2-2(0.3-0.2)=4.5$ eV, so $D=0.8$ eV. The peak is at 3.468 eV and $E_b=1.032$ eV. The gap now exceeds the peak by $1.032-0.8=0.232$ eV, much less than the binding energy.

## Why a bound pair does not conduct

A uniform vector potential multiplies each electron hop around the ring by a phase $e^{i\theta}$. A hole has the opposite charge, but it must move the opposite way to change $d$ by the same amount, so the relative hopping becomes $-(t_c+t_v)e^{i\theta}$. A free pair at its band minimum changes energy by

$$
\Delta E=2(t_c+t_v)(1-\cos\theta)\approx(t_c+t_v)\theta^2 .
$$

This dependence on $\theta$ is the response of charges that a field can accelerate. For a bound pair, the phases can be absorbed into $\phi(d)$ everywhere except at one bond. Place that bond on the far side of the ring, where a bound $\phi$ is tiny, and the response nearly disappears.

With a total phase of $\pi/2$ around 12 sites, the free pair shifts by $8.6\times10^{-3}$ eV and the bound pair by $3.2\times10^{-5}$ eV. For 24 sites the values are $2.1\times10^{-3}$ and $9.4\times10^{-11}$ eV. A photon absorbed at the peak thus makes a bound pair, which moves as one neutral object. A photocurrent at that photon energy does not contradict this, provided that heat, a strong field or another source supplies the energy to separate the pair.

## The attraction inside a thin sheet

Treat the layer as a sheet with in-plane polarizability $\alpha$, surrounded by a medium of relative permittivity $\kappa$. For a potential $\varphi_q$ of wave number $q$ in the sheet, the polarization is $-\alpha\nabla\varphi$, and its charge density, minus the divergence of the polarization, is $-\alpha q^2\varphi_q$. Outside, the potential decays as $e^{-q|z|}$. The jump of the normal field at the sheet then gives

$$
2\epsilon_0\kappa q\,\varphi_q=\sigma_q-\alpha q^2\varphi_q
\;\Rightarrow\;
\varphi_q=\frac{\sigma_q}{2\epsilon_0q(\kappa+r_0q)},\qquad r_0=\frac{\alpha}{2\epsilon_0}.
$$

A point charge $e$ has $\sigma_q=e$, and the other particle has charge $-e$. With $C=e^2/4\pi\epsilon_0$, the attraction in real space is

$$
W(r)=-e\int\!\frac{d^2q}{(2\pi)^2}\,e^{i\mathbf q\cdot\mathbf r}\varphi_q=-C\int_0^\infty\!\frac{J_0(qr)}{\kappa+r_0q}\,dq .
$$

Write $1/(\kappa+r_0q)=\int_0^\infty e^{-(\kappa+r_0q)u}du$ and use $\int_0^\infty J_0(qr)e^{-qb}dq=1/\sqrt{r^2+b^2}$ with $b=r_0u$. Substituting $u=rv/r_0$ gives

$$
W(r)=-\frac{C}{r_0}F\!\left(\frac{\kappa r}{r_0}\right),\qquad F(x)=\int_0^\infty\frac{e^{-xv}}{\sqrt{1+v^2}}\,dv .
$$

This is the Rytova–Keldysh potential; $F$ equals $\tfrac\pi2[H_0(x)-Y_0(x)]$ in terms of Struve and Bessel functions. At large $x$ only small $v$ matters, so $F\approx1/x$ and $W\approx-C/\kappa r$: far away, the sheet does not screen. For the near region, integrate by parts and set $s=xv$:

$$
F(x)=\int_0^\infty e^{-s}\,\mathrm{arsinh}(s/x)\,ds .
$$

For small $x$, $\mathrm{arsinh}(s/x)\approx\ln(2s/x)$. Since $\int_0^\infty e^{-s}\ln s\,ds=-\gamma$, where $\gamma$ is Euler's constant,

$$
F(x)\approx\ln(2/x)-\gamma .
$$

The attraction is logarithmic at short distance. It is weaker there than a bare $1/r$ attraction, but at distances much larger than $r_0/\kappa$ it approaches $-C/\kappa r$, the attraction that the surroundings alone would allow.

## A lower bound by hand

For parabolic bands with reduced mass $\mu$, and without electron-hole exchange, the relative motion obeys

$$
-\frac{\hbar^2}{2\mu}\nabla^2\psi+W\psi=-E_b\psi .
$$

Any normalized trial function gives an energy no lower than the true one. Take $\psi=\sqrt{2/\pi}\,e^{-r/a}/a$. Its kinetic energy is $K/a^2$ with $K=\hbar^2/2\mu$, because $|\nabla\psi|^2=\psi^2/a^2$. Since $\mathrm{arsinh}\,y=\ln(y+\sqrt{1+y^2})>\ln 2y$, the true $W$ is deeper than its logarithmic form at every $r$. Using the logarithm therefore underestimates the binding. The radial density of the trial function is $4re^{-2r/a}/a^2$, so

$$
\langle\ln r\rangle=\int_0^\infty se^{-s}\ln\frac{as}{2}\,ds=\ln\frac a2+1-\gamma ,
$$

and the constants $\gamma$ cancel in the energy:

$$
-E_b\le\frac K{a^2}+\frac C{r_0}\left[1+\ln\frac{\kappa a}{4r_0}\right].
$$

Setting the derivative with respect to $a$ to zero, $-2K/a^3+C/(r_0a)=0$, gives $a^2=2Kr_0/C$. The kinetic term is then $C/2r_0$, and

$$
E_b\ge\frac C{r_0}\left[\ln\frac{4r_0}{\kappa a}-\frac32\right].
$$

Choose round parameters of the rough size suited to monolayer MoS$_2$: electron and hole masses of $0.5\,m_e$ each, so $\mu=0.25\,m_e$, and $r_0=4$ nm. Then $K=0.1524$ eV nm$^2$ and $C/r_0=0.360$ eV, so $a=\sqrt{0.3048/0.360}=0.92$ nm. For a suspended layer, $\kappa=1$,

$$
E_b\ge0.360\,[\ln(16/0.92)-1.5]\approx0.49\ {\rm eV}.
$$

For a suspended layer in this model the attraction cannot be a small correction. The bound weakens as $\kappa$ grows, and for $\kappa=4$ it is negative and shows nothing.

## The number

Solving the equation numerically gives $E_b=0.570$ eV and a mean separation of 0.90 nm. A radial grid and an independent expansion in exponentials agree to within 1 meV for this level. With an assumed transport gap of 2.50 eV and $D=0$,

$$
E_{\rm opt}=2.500-0.570=1.930\ {\rm eV}.
$$

The gap is an input, so the closeness of this result to the measured peak is no prediction. What the model shows is that a peak near 1.9 eV is compatible with a gap more than half an electronvolt higher.

The next s-like level has a binding energy of 0.264 eV and gives a peak at 2.236 eV. This second s-like peak of the model is not the gap either. In a two-dimensional Coulomb potential the second binding energy would be one ninth of the first; here it is nearly half. Extrapolating the peaks with the Coulomb rule would therefore misplace the gap.

A quantity that depends exponentially on the gap magnifies the error; the intrinsic carrier density is an example. In two dimensions a parabolic band has a constant density of states $\rho$. With equal masses and degeneracies, the chemical potential of the undoped layer lies at midgap. Measuring energy from the band edge in units of $kT$, the electron density for a gap $E_g$ is

$$
n_i=\rho kT\int_0^\infty\frac{dx}{e^{x+E_g/2kT}+1}\approx\rho kT\,e^{-E_g/2kT},
$$

because the exponential far exceeds one. For $D=0$, using $E_{\rm opt}$ in place of $E_{\rm tr}$ multiplies the result by $e^{E_b/2kT}$. At 300 K, $kT=0.02585$ eV, and the factor is $e^{0.570/0.0517}\approx6\times10^4$. This is the value for a suspended layer; for $\kappa=4$, where the binding is 0.214 eV, the factor is about 60. With $\rho kT$ of order $10^{13}$ cm$^{-2}$, both densities are far below one carrier per cm$^2$. The carriers of a real transistor therefore come from gates, dopants and contacts, and the ratio only illustrates how sensitive activated quantities are to the choice of gap.

## A steady peak does not mean a steady gap

A further argument for the belief is that the peak moves little when the layer is placed on a substrate, as a property of the bands might. The ring shows what is wrong with it. Lower every $V(d)$ by 0.3 eV, as distant polarizable matter would. The interaction energy changes by $-\tfrac12(0.3\ {\rm eV})Q^2$, where $Q=\sum_iq_i$. A state with one electron added or removed drops by 0.15 eV, while neutral states do not move. The gap falls from 3.7 to 3.4 eV, the binding falls by the same 0.3 eV, and the peak stays at 2.947 eV.

For the sheet, compare surroundings $\kappa$ with vacuum. The attraction weakens by

$$
\delta(r)=\frac C{r_0}\left[F\!\left(\frac r{r_0}\right)-F\!\left(\frac{\kappa r}{r_0}\right)\right],\qquad \delta(0)=\frac C{r_0}\ln\kappa ,
$$

where the second result follows from the logarithmic form of $F$. A single carrier polarizes the surroundings too. Building up its charge gradually makes the induced potential grow in proportion, so the energy gained is half the final charge times the final induced potential, or $\delta(0)/2$. Electron and hole together lower the gap by $\delta(0)$. This treats the carriers as point charges and the surroundings as a static medium filling the space on both sides.

The energy of a pair changes by $-\delta(0)+\delta(r)$. Since $\mathrm{arsinh}\,y$ grows more slowly than $\ln y$, $\delta(r)<\delta(0)$ for $r>0$, so the peak moves down. Since $F$ decreases with $x$, $\delta(r)>0$, so the binding falls and the peak moves less than the gap. If the potential were purely logarithmic, $\delta$ would be constant and the peak would not move at all.

For $\kappa=2$ the gap drops by $0.360\ln2=0.250$ eV, the binding by 0.196 eV, and the peak by the difference, 0.054 eV. For $\kappa=4$ the drops are 0.499, 0.356 and 0.143 eV. In both cases the peak hides most of the change in the gap, though not all of it.

These figures assume few carriers, parabolic bands, static screening and a sheet of zero thickness. The real layer, about 0.6 nm thick, is not thin compared with the 0.9 nm separation of the pair. A uniform slab of that thickness with the same $r_0$ gives similar drops in binding but smaller drops in the gap, and so peak shifts about half as large. Many free carriers would add screening of their own, and exchange or moving nuclei would alter the energies. Such effects can change the gap, $E_b$ and $D$, but not the distinction between exciting a neutral layer and charging it. To obtain a transport gap from the first peak of a nearly undoped layer, where that peak belongs to the neutral bound pair, one must add the binding energy for the same surroundings and subtract any offset $D$.

## Computed values

```
Ring: sites 6, band-centre distance 3.5 eV
Ring: conduction hopping 0.3 eV, valence hopping 0.2 eV
Ring: V(d), d=0..3 (eV): 1.200 0.600 0.400 0.300
Indirect case: valence hopping has the opposite sign
Ring, direct: gap 3.7000 eV, peak 2.9474 eV
  binding 0.7526 eV, offset D 0.0000 eV
Ring, uniform screening: gap 3.4000 eV, peak 2.9474 eV
  binding 0.4526 eV, offset D 0.0000 eV
Ring, halved interaction: gap 3.1000 eV, peak 2.7666 eV
  binding 0.3334 eV, offset D 0.0000 eV
Ring, indirect: gap 3.7000 eV, peak 3.4677 eV
  binding 1.0323 eV, offset D 0.8000 eV
Twist pi/2, 12 sites: free pair 8.555e-03 eV, bound pair 3.164e-05 eV
Twist pi/2, 24 sites: free pair 2.141e-03 eV, bound pair 9.371e-11 eV
Sheet: electron and hole mass 0.50 m_e each
Sheet: reduced mass 0.25 m_e, r0 4.0 nm
Sheet: assumed suspended gap 2.50 eV
C = e^2/(4 pi eps0): 1.4400 eV nm
hbar^2/(2 mu): 0.1524 eV nm^2
C/r0: 0.3600 eV
kappa 1: gap 2.500 eV, 1s peak 1.930 eV
  1s binding 0.570 eV, 2s binding 0.264 eV
  2s peak 2.236 eV, mean separation 0.90 nm
kappa 2: gap 2.250 eV, 1s peak 1.876 eV
  1s binding 0.374 eV, 2s binding 0.133 eV
  2s peak 2.117 eV, mean separation 0.98 nm
kappa 4: gap 2.001 eV, 1s peak 1.787 eV
  1s binding 0.214 eV, 2s binding 0.054 eV
  2s peak 1.947 eV, mean separation 1.13 nm
kappa 1 to 2: gap drop 0.250 eV, binding drop 0.196 eV, peak drop 0.054 eV
kappa 1 to 4: gap drop 0.499 eV, binding drop 0.356 eV, peak drop 0.143 eV
Temperature 300 K, kT 0.02585 eV
Intrinsic density overestimate: factor 6.13e+04
```
